# The generalized Wick theorem for products of normal-ordered strings

## What symmetry fixes

Take orthonormal spin orbitals with $\{a_p,a_q^\dagger\}=\delta_{pq}$ and $\{a_p,a_q\}=\{a_p^\dagger,a_q^\dagger\}=0$. Call each $a_p$ or $a_p^\dagger$ a letter, and a sequence of letters a word. Since the anticommutator of two letters is a number, reordering a product removes letters in pairs and leaves a numerical factor for each pair.

Two symmetries restrict the result.

**Phase symmetry.** The unitary $U=\exp(-i\sum_p\theta_p a_p^\dagger a_p)$ gives $Ua_pU^{-1}=e^{i\theta_p}a_p$ and $Ua_p^\dagger U^{-1}=e^{-i\theta_p}a_p^\dagger$. If reordering $xy$ leaves a number $c$, then $c$ must acquire the phase of $xy$. A number is also unchanged by $U$. Hence $c=0$ unless the phases cancel for all $\theta_p$, which requires one letter to be the adjoint of the other. For the contraction defined below, this argument needs a reference determinant built from the orbitals $p$ themselves, which $U$ changes only by a phase. Relative to a determinant built from other orbitals, the contraction of $a_p^\dagger$ with $a_q$ is $\langle a_p^\dagger a_q\rangle$ and can be nonzero for $p\ne q$.

**Exchange symmetry.** A normal-ordered word, defined below, changes sign when two of its letters are exchanged. A product of such words inherits this property for exchanges inside each word, but not between words. An expansion in which every term changes sign under such exchanges respects this symmetry. The sign rule found below has this property.

## Two letters

Let $|\Phi\rangle$ be one fixed Slater determinant, with occupied orbitals $i,j,k,l$ and virtual orbitals $a,b,c,d$. The letters that annihilate $|\Phi\rangle$ are $a_a$ and $a_i^\dagger$; call them q-annihilators. Their adjoints $a_a^\dagger$ and $a_i$ are q-creators.

The normal product $N[x_1\cdots x_n]$ places all q-creators to the left of all q-annihilators, keeps the original order within each class, and multiplies by the sign of the permutation. For the empty word, $N[\,]=1$.

Letters of the same class anticommute. A different order within a class therefore gives the same operator once its sign is included, and for every permutation $\pi$

$$N[x_{\pi(1)}\cdots x_{\pi(n)}]=\operatorname{sgn}(\pi)\,N[x_1\cdots x_n]. \tag{1}$$

$N$ acts on words, not on operators. For example, $N[a_aa_a^\dagger]=-a_a^\dagger a_a$, although $a_aa_a^\dagger=1-a_a^\dagger a_a$ as an operator.

Define the contraction by $c(x,y)=xy-N[xy]$. If $x$ is a q-creator, or both letters are q-annihilators, $xy$ is already normal ordered and $c=0$. If $x$ is a q-annihilator and $y$ a q-creator, then $N[xy]=-yx$ and

$$c(x,y)=xy+yx=\{x,y\}=\begin{cases}1,&y=x^\dagger,\\0,&\text{otherwise.}\end{cases} \tag{2}$$

The nonzero cases are $c(a_a,a_b^\dagger)=\delta_{ab}$ and $c(a_i^\dagger,a_j)=\delta_{ij}$.

The reference expectation value of a nonempty normal product vanishes: a q-annihilator on the right kills $|\Phi\rangle$, and if all letters are q-creators, the leftmost one kills $\langle\Phi|$. Hence $c(x,y)=\langle\Phi|xy|\Phi\rangle$.

## The claim for several words

Let $A_1,\ldots,A_m$ be words of any length, even or odd. Number the letters of the joined word $A_1A_2\cdots A_m$ from left to right. Let $M$ be a set of disjoint pairs $(k,l)$, $k<l$, each drawn as a line above the word. Define

- $\chi(M)$: the number of pairs of lines that cross;
- $u(M)$: the number of combinations of a free letter and a line with the letter beneath the line;
- $\sigma(M)=(-1)^{\chi(M)+u(M)}$.

The generalized Wick theorem is

$$N[A_1]\cdots N[A_m]=\sum_M\sigma(M)\prod_{(k,l)\in M}c(x_k,x_l)\;N[\text{free letters}], \tag{3}$$

where each line joins letters of different words, the empty set $M$ is included, and the free letters keep their original order. If all letters are contracted, $u=0$ and the sign is $(-1)^\chi$.

### A case that can be checked by hand

Take $N[a_aa_i^\dagger]\,N[a_a^\dagger a_i]$. Neither word needs reordering. With $n_p=a_p^\dagger a_p$, moving $a_a^\dagger$ past $a_i^\dagger$ gives

$$a_aa_i^\dagger a_a^\dagger a_i=-a_aa_a^\dagger a_i^\dagger a_i=-(1-n_a)n_i .$$

In (3), the possible lines are 1–3 and 2–4. Each alone has one free letter beneath it; together they cross once. Thus the right side is

$$N[a_aa_i^\dagger a_a^\dagger a_i]-N[a_aa_a^\dagger]-N[a_i^\dagger a_i]-1 .$$

Let $h_i=a_ia_i^\dagger=1-n_i$. In the first term, each q-creator moves left past two q-annihilators, with no net sign:

$$N[a_aa_i^\dagger a_a^\dagger a_i]=a_a^\dagger a_ia_aa_i^\dagger=-a_a^\dagger a_aa_ia_i^\dagger=-n_ah_i .$$

The next two terms are $-N[a_aa_a^\dagger]=n_a$ and $-N[a_i^\dagger a_i]=h_i$. The sum is

$$-n_ah_i+n_a+h_i-1=-(1-n_a)(1-h_i)=-(1-n_a)n_i,$$

as required. In the reference state $n_a=0$ and $n_i=1$, so the expectation value is $-1$, the value of the completely contracted term.

## Appending one letter

The proof first treats plain products. Its basic step is

$$N[x_1\cdots x_n]\,y=N[x_1\cdots x_ny]+\sum_{k=1}^n(-1)^{n-k}c(x_k,y)\,N[x_1\cdots\widehat{x_k}\cdots x_n], \tag{4}$$

where the hat marks an omitted letter.

If $y$ is a q-annihilator, it may stand at the right of a normal product without reordering. All $c(x_k,y)$ vanish, and (4) holds.

Let $y$ be a q-creator. Both sides of (4) change sign when $x_m$ and $x_{m+1}$ are exchanged. This follows from (1) for the left side, for the first term on the right, and for the terms with $k\ne m,m+1$. In the other two terms the contracted letter shifts by one place, which changes the sign of $(-1)^{n-k}$, while the remaining word is unchanged.

It is therefore enough to prove (4) with $x_1,\ldots,x_r$ q-creators and $x_{r+1},\ldots,x_n$ q-annihilators. Now $N[x_1\cdots x_n]=x_1\cdots x_n$. Move $y$ left through the q-annihilators by repeated use of $x_ky=\{x_k,y\}-yx_k$:

$$x_1\cdots x_ny=\sum_{k=r+1}^n(-1)^{n-k}\{x_k,y\}\,x_1\cdots\widehat{x_k}\cdots x_n+(-1)^{n-r}x_1\cdots x_r\,y\,x_{r+1}\cdots x_n .$$

The factor $(-1)^{n-k}$ records the letters passed before $y$ reaches $x_k$. The last term is $N[x_1\cdots x_ny]$. In the sum, the anticommutators are contractions by (2) and the shortened words are already normal ordered. Terms with $k\le r$ may be added because their contractions vanish. This proves (4). For $n=1$ it reduces to $xy=N[xy]+c(x,y)$.

## From one letter to a plain product

The ordinary Wick theorem states that

$$x_1\cdots x_n=\sum_M\sigma(M)\prod_{(k,l)\in M}c(x_k,x_l)\,N[\text{free letters}], \tag{5}$$

now with lines allowed between any two letters. It holds for $n=1$, since $x_1=N[x_1]$.

Assume it for $n$ letters and multiply from the right by $y=x_{n+1}$. Apply (4) to the free letters of each term.

If $y$ remains free, it lies to the right of every line. Neither $\chi$ nor $u$ changes, in agreement with the first term of (4).

If $y$ is joined to a free letter $x_k$, let $g$ be the number of old lines above $x_k$ and $f$ the number of free letters to its right. Three changes occur:

1. $x_k$ is no longer free, so $u$ loses $g$.
2. The new line leaves $x_k$ and ends to the right of all old lines. It crosses exactly the $g$ lines above $x_k$, so $\chi$ gains $g$.
3. The $f$ free letters to the right of $x_k$ now lie beneath the new line, so $u$ gains $f$.

The total change in $\chi+u$ is $-g+g+f=f$. Equation (4), applied to the word of free letters, supplies the same factor $(-1)^f$.

Every set of lines on $n+1$ letters arises once: remove the line ending at $y$, if there is one, to recover its predecessor. This proves (5). For three letters it gives

$$x_1x_2x_3=N[x_1x_2x_3]+c(x_1,x_2)x_3-c(x_1,x_3)x_2+c(x_2,x_3)x_1,$$

where the minus sign comes from $x_2$ beneath the line 1–3.

## The sign as a permutation

To pass from plain products to normal-ordered words, write the positions in the order

$$k_1,l_1,k_2,l_2,\ldots,\text{free positions in increasing order}.$$

The parity of this sequence is that of its number of inversions, meaning larger positions listed before smaller ones.

- Two disjoint lines contribute 0 or 4 inversions.
- Two nested lines contribute 2.
- Two crossing lines contribute 1 or 3.
- A line and a free letter contribute 0 if the letter lies to the right, 1 if it lies beneath the line, and 2 if it lies to the left.

Hence $\sigma(M)$ is the sign of the permutation that brings the contracted pairs to the front. The order in which the pairs are listed does not matter.

Now exchange two adjacent letters that are not joined to each other, and let the lines move with their letters. In the sequence, the numbers $k$ and $k+1$ are interchanged. Their relative order with every other number is unchanged, so exactly one inversion is gained or lost.

If at least one of the two letters is contracted, the new sequence has the required form and $\sigma$ changes sign. The order of the free letters is unchanged.

If both are free, they now appear in decreasing order. Restoring increasing order gives a second minus sign, so $\sigma$ is unchanged. But $N[\text{free letters}]$ changes sign by (1).

In either case,

$$\sigma(M)\,N[\text{free letters}]\longrightarrow-\sigma(M)\,N[\text{free letters}]. \tag{6}$$

## From plain products to normal-ordered words

Let $\tilde A_r$ be the rearrangement of $A_r$ with its q-creators on the left, and let $s_r=\pm1$ be the sign of that permutation. Then $N[A_r]$ equals $s_r$ times the plain product of the letters in $\tilde A_r$. Therefore

$$N[A_1]\cdots N[A_m]=\Big(\prod_rs_r\Big)\tilde A_1\tilde A_2\cdots\tilde A_m .$$

Apply (5) to the plain product on the right. Inside $\tilde A_r$ no q-annihilator stands to the left of a q-creator, so every internal contraction vanishes by (2). Only lines between different words remain.

Restore the original order inside each word by adjacent exchanges. No exchanged letters are joined, since internal lines are absent. By (6), each exchange multiplies every term by $-1$. Letters from different words keep their left-right order, so the contraction values do not change. The exchanges together give $\prod_rs_r$, and the total prefactor is $\prod_rs_r^2=1$. This proves (3).

If every word has one letter, (3) becomes (5). If there is one word, no lines are allowed and (3) becomes an identity.

The restriction can matter only when an internal contraction is nonzero in the original order; otherwise (3) and (5) have the same terms. An example where it does matter follows. Since $N[a_aa_a^\dagger]=-n_a$ and $n_a^2=n_a$,

$$N[a_aa_a^\dagger]N[a_aa_a^\dagger]=n_a,\qquad a_aa_a^\dagger a_aa_a^\dagger=(1-n_a)^2=1-n_a .$$

Their reference expectation values are 0 and 1. In (3), the term without lines vanishes because $a_a$ is repeated. The line 1–4 has two free letters beneath it and gives $+N[a_a^\dagger a_a]=n_a$. No other allowed contraction is nonzero.

For two four-letter words, choose $k$ letters from each and join them in $k!$ ways. The number of allowed sets of lines is

$$\sum_{k=0}^4\binom4k^2k!=1+16+72+96+24=209,$$

compared with 764 when internal lines are admitted.

## Complete contractions and the doubles energy

Consider

$$\langle\Phi|N[a_i^\dagger a_j^\dagger a_ba_a]\,N[a_c^\dagger a_d^\dagger a_la_k]|\Phi\rangle .$$

Only complete contractions survive. Positions 1 and 2 must join 7 and 8; positions 3 and 4 must join 5 and 6. The occupied-orbital lines enclose the virtual-orbital lines, so crossings occur only within each type:

| Lines | $\chi$ | Term |
|---|---:|---|
| 1–8, 2–7, 3–6, 4–5 | 0 | $+\delta_{ik}\delta_{jl}\delta_{bd}\delta_{ac}$ |
| 1–8, 2–7, 3–5, 4–6 | 1 | $-\delta_{ik}\delta_{jl}\delta_{bc}\delta_{ad}$ |
| 1–7, 2–8, 3–6, 4–5 | 1 | $-\delta_{il}\delta_{jk}\delta_{bd}\delta_{ac}$ |
| 1–7, 2–8, 3–5, 4–6 | 2 | $+\delta_{il}\delta_{jk}\delta_{bc}\delta_{ad}$ |

The sum is

$$(\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk})(\delta_{ac}\delta_{bd}-\delta_{ad}\delta_{bc}). \tag{7}$$

Now let

$$V_N=\tfrac14\sum_{pqrs}\langle pq||rs\rangle N[a_p^\dagger a_q^\dagger a_sa_r],\qquad T_2=\tfrac14\sum_{klcd}t_{kl}^{cd}\,a_c^\dagger a_d^\dagger a_la_k .$$

Here $\langle pq||rs\rangle$ is the antisymmetrized two-electron integral, and $t_{kl}^{cd}$ is antisymmetric in $k,l$ and in $c,d$. All letters of $T_2$ are q-creators, so $T_2$ is already normal ordered. A complete contraction needs four q-annihilators in $V_N$, which selects $\langle ij||ab\rangle$. From (7),

$$\langle V_NT_2\rangle=\tfrac1{16}\sum_{ijab}\langle ij||ab\rangle\left(t_{ij}^{ab}-t_{ji}^{ab}-t_{ij}^{ba}+t_{ji}^{ba}\right)=\tfrac14\sum_{ijab}\langle ij||ab\rangle t_{ij}^{ab}, \tag{8}$$

because the four terms in parentheses are equal by antisymmetry.

For a numerical example, let orbitals 1 and 2 be occupied and 3, 4 and 5 virtual. The integrals and amplitudes are chosen model parameters; the amplitudes do not solve coupled-cluster equations.

| $a,b$ | $\langle12\Vert ab\rangle$ / hartree | $t_{12}^{ab}$ | Product / hartree |
|---|---:|---:|---:|
| 3, 4 | $0.10$ | $-0.05$ | $-0.0050$ |
| 3, 5 | $-0.04$ | $0.03$ | $-0.0012$ |
| 4, 5 | $0.06$ | $-0.02$ | $-0.0012$ |

Each product occurs four times in (8), from two orders of $i,j$ and two of $a,b$. This cancels the factor $\tfrac14$:

$$\langle V_NT_2\rangle=-0.0050-0.0012-0.0012=-0.0074\ \text{hartree}.$$

The numerical check obtains the same value from explicit Fock-space matrices, with random values for all other independent elements of $V_N$.

## Range of validity

Equation (3) is an operator identity. It assumes neither weak interaction nor a good reference determinant. Both sides are linear in each letter, so it also holds for linear combinations of letters, with $N$ and $c$ extended linearly. The numerical check tests such combinations. For one random choice of such combinations, in words of lengths 3, 2 and 1, dropping the factors $\sigma(M)$ gives an error of 3.01, and admitting internal lines gives 0.85; these values depend on the random choice. Each is the largest matrix-element error divided by the largest matrix element of the correct product.

The proof requires all words to be ordered relative to the same determinant; otherwise the internal contractions need not vanish after rearrangement. It also requires each elementary letter to be a q-creator or a q-annihilator. By linearity it is enough that this holds in some basis, so a fractional $\langle n_p\rangle$ alone does not exclude it: a determinant built from other orbitals also has fractional $\langle n_p\rangle$. Take instead a normalized state $\Psi$ of fixed particle number, choose orbitals that make $\langle a_q^\dagger a_r\rangle$ diagonal, and suppose $0<\langle n_p\rangle<1$ for some $p$. If $\sum_qu_qa_q+\sum_qv_qa_q^\dagger$ annihilates $\Psi$, each sum must do so separately, because they change the particle number in opposite directions. The squared norms are $\sum_q|u_q|^2\langle n_q\rangle$ and $\sum_q|v_q|^2(1-\langle n_q\rangle)$, so $u_p=v_p=0$. Neither the annihilators of $\Psi$ nor their adjoints contain $a_p$ or $a_p^\dagger$. These letters cannot be split into creator and annihilator parts, and the proof does not apply.

## Computed values

```
spin orbitals: 5, occupied: 2, Fock dimension: 32
ordered letter pairs: 100, nonzero contractions: 5
appending rule, relative error: 3.6e-16
sign rule on 7 letters: 232 pairings, 1236 swaps checked
ordinary theorem, 6 letters, relative error: 4.6e-16
generalized theorem, word lengths (2, 2), relative error: 2.1e-16
generalized theorem, word lengths (3, 2, 1), relative error: 7.0e-16
  same case, signs dropped, relative error: 3.01
  same case, internal pairs admitted, relative error: 0.85
generalized theorem, word lengths (1, 3, 3), relative error: 1.1e-15
generalized theorem, word lengths (2, 3, 2, 1), relative error: 1.0e-15
two words of 4 letters, all pairings: 764, complete: 105
  only between words: 209, complete: 24
N[a i+] N[a+ i], surviving terms (positions 1 to 4):
  lines none: crossings 0, covered 0, coefficient +1, left N[a i+ a+ i]
  lines 2-4: crossings 0, covered 1, coefficient -1, left N[a a+]
  lines 1-3: crossings 0, covered 1, coefficient -1, left N[i+ i]
  lines 1-3 2-4: crossings 1, covered 0, coefficient -1, left N[1]
  reference expectation value: -1
internal contraction of a with a+: 1
<N[a a+] N[a a+]>: 0, <a a+ a a+>: 1
<N[i+ j+ b a] N[c+ d+ l k]>, complete contractions:
  lines 1-7 2-8 3-5 4-6: crossings 2, sign +1
  lines 1-7 2-8 3-6 4-5: crossings 1, sign -1
  lines 1-8 2-7 3-5 4-6: crossings 1, sign -1
  lines 1-8 2-7 3-6 4-5: crossings 0, sign +1
  index combinations checked: 1296
doubles energy, occupied orbitals 1 2, virtual orbitals 3 4 5:
  a,b = 3,4: <12||ab> = +0.10 hartree, t = -0.05, product = -0.0050 hartree
  a,b = 3,5: <12||ab> = -0.04 hartree, t = +0.03, product = -0.0012 hartree
  a,b = 4,5: <12||ab> = +0.06 hartree, t = -0.02, product = -0.0012 hartree
  energy from Fock-space matrices: -0.007400 hartree
  energy from contraction formula: -0.007400 hartree
```
